# Can the Dirac ground state be found by minimizing the energy?: test program

```python
# Result under test: the Dirac 1s energy of a hydrogen-like ion is a saddle value
# of the energy expectation value (maximum over the small component, minimum over
# the large one); plain minimization falls below the negative-continuum edge.
# Hartree atomic units; energies eps are measured from the rest energy c^2.
# Z: nuclear charge, gamma = sqrt(1-(Z/c)^2), P/Q: large/small radial functions,
# trial: P = cos(theta/2) f, Q = -sin(theta/2) f, f = r^s exp(-lam r),
# ratio q = -Q/P = tan(theta/2).  Point nucleus, kappa = -1.
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

c = 1.0 / fine_structure
keV = physical_constants["Hartree energy in eV"][0] / 1000.0
Z = 79.0
gamma = np.sqrt(1.0 - (Z / c) ** 2)
eps_1s = c**2 * (gamma - 1.0)
edge = -2.0 * c**2
theta_1s = np.arcsin(Z / c)
q_1s = Z / (c * (1.0 + gamma))

# Logarithmic radial grid; the trapezoidal rule is very accurate on it
u = np.linspace(np.log(1e-14), np.log(8.0), 4001)
r = np.exp(u)
weight = r * (u[1] - u[0])
V = -Z / r


def integral(values):
    return float(np.sum(values * weight))


def sample(func):
    """Values and complex-step derivative of a radial function on the grid."""
    h = 1e-30
    return func(r + 0j).real, func(r * (1.0 + 1j * h)).imag / (r * h)


def slater(s, lam):
    return lambda z: lam ** (s + 0.5) * np.exp(s * np.log(z) - lam * z)


def apply_dirac(P, Q):
    p, dp = sample(P)
    q, dq = sample(Q)
    upper = V * p - c * (dq + q / r)
    lower = c * (dp - p / r) + (V - 2 * c**2) * q
    return p, q, upper, lower


def energy(P, Q):
    """Expectation value straight from the Dirac operator."""
    p, q, hp, hq = apply_dirac(P, Q)
    return integral(p * hp + q * hq) / integral(p * p + q * q)


def trial(theta, lam, s=gamma):
    f = slater(s, lam)
    return (lambda z: np.cos(theta / 2) * f(z),
            lambda z: -np.sin(theta / 2) * f(z))


def trial_formula(theta, lam, s=gamma):
    return c**2 * (np.cos(theta) - 1) - lam / s * (Z - c * np.sin(theta))


def root_formula(sign, lam, s=gamma):
    return -c**2 - Z * lam / s + sign * c * np.sqrt(c**2 + (lam / s) ** 2)


def dirac_roots(functions):
    """Diagonalize with the same functions for both components."""
    data = [sample(f) for f in functions]
    norms = [np.sqrt(integral(f * f)) for f, _ in data]
    F = np.array([f / n for (f, _), n in zip(data, norms)])
    dF = np.array([d / n for (_, d), n in zip(data, norms)])
    S = (F * weight) @ F.T
    pot = (F * weight * V) @ F.T
    up = -c * (F * weight) @ (dF + F / r).T
    low = c * (F * weight) @ (dF - F / r).T
    assert np.allclose(up, low.T, atol=1e-6)
    H = np.block([[pot, up], [low, pot - 2 * c**2 * S]])
    O = np.block([[S, np.zeros_like(S)], [np.zeros_like(S), S]])
    return eigh((H + H.T) / 2, (O + O.T) / 2, eigvals_only=True)


def g_value(P, eps):
    p, dp = sample(P)
    kinetic = c**2 * (dp - p / r) ** 2 / (eps + 2 * c**2 - V)
    return integral(kinetic + (V - eps) * p * p)


def full_maximum(P):
    """Maximum of the expectation value over every small component."""
    return brentq(lambda e: g_value(P, e), edge, 1e6, xtol=1e-9, rtol=1e-13)


# The closed trial energy against the operator definition
for theta, lam, s in [(0.4, 50., gamma), (2.2, 130., 1.0), (-1.1, 79., 1.4)]:
    assert abs(energy(*trial(theta, lam, s)) - trial_formula(theta, lam, s)) < 1e-5

# The exact 1s spinor satisfies both radial equations pointwise
p, q, hp, hq = apply_dirac(*trial(theta_1s, Z))
inside = (r > 1e-4) & (r < 0.2)
assert np.max(np.abs(hp[inside] / p[inside] - eps_1s)) < 1e-5
assert np.max(np.abs(hq[inside] / q[inside] - eps_1s)) < 1e-5
assert abs(np.tan(theta_1s / 2) - q_1s) < 1e-12

# Extrema over the ratio, and the fall of the lower one with the exponent
for lam in (60.0, Z, 10 * Z, 100 * Z):
    low_root, high_root = dirac_roots([slater(gamma, lam)])
    assert abs(low_root / root_formula(-1, lam) - 1) < 1e-9
    assert abs(high_root - root_formula(+1, lam)) < 1e-9 * abs(low_root)
assert root_formula(-1, 100 * Z) < root_formula(-1, 10 * Z) < root_formula(-1, Z) < edge


# Steepest descent in the ratio angle at the exact exponent
def descend(theta, steps=80, h=1e-4):
    path = [(theta, energy(*trial(theta, Z)))]
    for _ in range(steps):
        slope = (energy(*trial(theta + h, Z)) - energy(*trial(theta - h, Z))) / (2 * h)
        theta -= 0.3 * slope / c**2
        path.append((theta, energy(*trial(theta, Z))))
    return path


path_up = descend(2 * np.arctan(1.01 * q_1s))
path_down = descend(2 * np.arctan(0.99 * q_1s))
for path in (path_up, path_down):
    assert abs(path[-1][1] - root_formula(-1, Z)) < 1e-4
    assert abs(np.tan(path[-1][0] / 2) + 1 / q_1s) < 1e-4
    assert all(b[1] < a[1] + 1e-6 for a, b in zip(path, path[1:]))

# Second derivatives at the 1s point by finite differences
E = lambda dt, dl: energy(*trial(theta_1s + dt, Z + dl))
ht, hl = 1e-3, 0.1
curv_tt = (E(ht, 0) - 2 * E(0, 0) + E(-ht, 0)) / ht**2
curv_ll = (E(0, hl) - 2 * E(0, 0) + E(0, -hl)) / hl**2
curv_tl = (E(ht, hl) - E(ht, -hl) - E(-ht, hl) + E(-ht, -hl)) / (4 * ht * hl)
determinant = curv_tt * curv_ll - curv_tl**2
assert abs(curv_tt / (-c**2 / gamma) - 1) < 1e-5
assert abs(curv_tl / c - 1) < 1e-5 and abs(curv_ll) < 1e-5
assert abs(determinant / (-c**2) - 1) < 1e-4
for lam in (40.0, 160.0):
    assert abs(energy(*trial(theta_1s, lam)) - eps_1s) < 1e-5

# Full maximum over the small component: attained, and lowered by any change
for s, lam in [(gamma, 60.0), (1.0, 100.0)]:
    P = slater(s, lam)
    top = full_maximum(P)
    Q_best = lambda z: c * ((s - 1) / z - lam) * P(z) / (top + 2 * c**2 + Z / z)
    assert abs(energy(P, Q_best) - top) < 1e-5
    for size in (-0.3, -0.01, 0.01, 0.3):
        for mu in (40.0, 150.0):
            change = slater(gamma, mu)
            assert energy(P, lambda z: Q_best(z) + size * change(z)) < top - 1e-3

# The completed-square identity that proves the minimum
for a, b in [(0.5, 60.0), (-0.8, 120.0)]:
    P = lambda z: slater(1.0, 100.0)(z) + a * slater(2.0, b)(z)
    p, dp = sample(P)
    square = integral(c**2 * (dp - (gamma / r - Z) * p) ** 2 / (eps_1s + 2 * c**2 - V))
    assert abs(g_value(P, eps_1s) / square - 1) < 1e-8

# Minimum over the exponent after each kind of maximum
best_ratio = minimize_scalar(lambda l: dirac_roots([slater(gamma, l)])[1],
                             bounds=(40, 140), method="bounded")
best_full = minimize_scalar(lambda l: full_maximum(slater(gamma, l)),
                            bounds=(40, 140), method="bounded")
for best in (best_ratio, best_full):
    assert abs(best.x - Z) < 1e-2 and abs(best.fun - eps_1s) < 1e-3

# One ratio is not the whole small component: s = 1 case
lam_s1 = Z / gamma
ratio_only_s1 = dirac_roots([slater(1.0, lam_s1)])[1]
full_s1 = full_maximum(slater(1.0, lam_s1))
assert abs(ratio_only_s1 - eps_1s) < 1e-5 and full_s1 > eps_1s + 1.0

# Diagonalization: the 1s root stands above the negative-energy set
N = 6
lam_basis = 90.0
roots = dirac_roots([slater(gamma + n, lam_basis) for n in range(N)])
number_below = int(np.sum(roots < edge))
assert number_below == N and abs(roots[N] - eps_1s) < 1e-3

print(f"Nuclear charge Z = {Z:.0f}; speed of light c = {c:.6f} a.u.")
print(f"gamma = {gamma:.6f}; Z/c = {Z / c:.6f}")
print(f"c^2 = {c**2:.3f} hartree; continuum edge -2c^2 = {edge:.3f} hartree")
print(f"Exact 1s energy = {eps_1s:.4f} hartree = {eps_1s * keV:.4f} keV")
print(f"Nonrelativistic 1s energy = {-Z**2 / 2:.4f} hartree")
print(f"Exact ratio q = {q_1s:.6f}; angle theta = {theta_1s:.6f} rad")
print("Energy against ratio q at exponent lam = Z, s = gamma:")
for ratio in (0.0, q_1s / 2, q_1s, 2 * q_1s, 1.0, 3.0, 10.0, -1 / q_1s):
    value = energy(*trial(2 * np.arctan(ratio), Z))
    print(f"  q = {ratio:9.5f}  energy = {value:12.3f} hartree")
print("Descent from 1% above / 1% below the exact ratio (hartree):")
for step in (0, 5, 10, 15, 20, 30, 80):
    print(f"  step {step:2d}: {path_up[step][1]:12.3f} / {path_down[step][1]:12.3f}")
print(f"Final ratios: {np.tan(path_up[-1][0] / 2):.5f} / "
      f"{np.tan(path_down[-1][0] / 2):.5f}")
print("Minimum over the ratio as the exponent grows:")
for lam in (Z, 10 * Z, 100 * Z):
    print(f"  lam = {lam:6.0f} /bohr  energy = {root_formula(-1, lam):14.1f} hartree")
print(f"Curvature theta-theta = {curv_tt:.2f} hartree/rad^2")
print(f"Curvature theta-lam = {curv_tl:.4f} hartree bohr/rad")
print(f"Curvature lam-lam, size below 1e-5 hartree bohr^2: {abs(curv_ll) < 1e-5}")
print(f"Determinant = {determinant:.1f} hartree^2 bohr^2/rad^2")
print("Maximum over ratio only / over all small components, s = gamma:")
for lam in (60.0, Z, 100.0):
    print(f"  lam = {lam:5.1f} /bohr: {root_formula(1, lam):11.4f} / "
          f"{full_maximum(slater(gamma, lam)):11.4f} hartree")
print(f"Case s = 1, lam = Z/gamma = {lam_s1:.4f} /bohr:")
print(f"  ratio-only maximum = {ratio_only_s1:.4f} hartree")
print(f"  full maximum = {full_s1:.4f} hartree")
print(f"Basis: {N} functions per component, exponent {lam_basis:.0f} /bohr")
print(f"  roots below the edge: {number_below}; lowest = {roots[0]:.1f} hartree")
print(f"  highest root below the edge = {roots[N - 1]:.3f} hartree")
print(f"  root number {N + 1} = {roots[N]:.4f} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
Nuclear charge Z = 79; speed of light c = 137.035999 a.u.
gamma = 0.817104; Z/c = 0.576491
c^2 = 18778.865 hartree; continuum edge -2c^2 = -37557.730 hartree
Exact 1s energy = -3434.5868 hartree = -93.4599 keV
Nonrelativistic 1s energy = -3120.5000 hartree
Exact ratio q = 0.317258; angle theta = 0.614428 rad
Energy against ratio q at exponent lam = Z, s = gamma:
  q =   0.00000  energy =    -7637.954 hartree
  q =   0.15863  energy =    -4459.635 hartree
  q =   0.31726  energy =    -3434.587 hartree
  q =   0.63452  energy =    -6431.403 hartree
  q =   1.00000  energy =   -13167.773 hartree
  q =   3.00000  energy =   -33490.483 hartree
  q =  10.00000  energy =   -42200.252 hartree
  q =  -3.15201  energy =   -49399.052 hartree
Descent from 1% above / 1% below the exact ratio (hartree):
  step  0:    -3434.968 /    -3434.969
  step  5:    -3443.281 /    -3443.313
  step 10:    -3632.322 /    -3633.044
  step 15:    -7647.638 /    -7661.998
  step 20:   -38914.786 /   -38953.090
  step 30:   -49397.371 /   -49397.380
  step 80:   -49399.052 /   -49399.052
Final ratios: -3.15201 / -3.15201
Minimum over the ratio as the exponent grows:
  lam =     79 /bohr  energy =       -49399.1 hartree
  lam =    790 /bohr  energy =      -228973.1 hartree
  lam =   7900 /bohr  energy =     -2107612.1 hartree
Curvature theta-theta = -22982.23 hartree/rad^2
Curvature theta-lam = 137.0360 hartree bohr/rad
Curvature lam-lam, size below 1e-5 hartree bohr^2: True
Determinant = -18778.9 hartree^2 bohr^2/rad^2
Maximum over ratio only / over all small components, s = gamma:
  lam =  60.0 /bohr:  -3274.8898 /  -3272.3584 hartree
  lam =  79.0 /bohr:  -3434.5868 /  -3434.5868 hartree
  lam = 100.0 /bohr:  -3269.5847 /  -3264.6564 hartree
Case s = 1, lam = Z/gamma = 96.6830 /bohr:
  ratio-only maximum = -3434.5868 hartree
  full maximum = -3364.1310 hartree
Basis: 6 functions per component, exponent 90 /bohr
  roots below the edge: 6; lowest = -121732.9 hartree
  highest root below the edge = -38850.838 hartree
  root number 7 = -3434.5868 hartree
ALL CHECKS PASSED
```
